# Exact Hydrogen Levels from a Consistent Semiclassical Expansion of the Centrifugal Term

The semiclassical quantization of hydrogen gives the exact nonrelativistic levels already at first order in $\hbar$, without Langer's replacement of $l(l+1)$ by $(l+\tfrac12)^2$, if the centrifugal term is split by powers of $\hbar$. With $L=\hbar l$ one has $\hbar^2l(l+1)=L^2+\hbar L$. If $L$ and the energy $E$ are held fixed while $\hbar$ is the expansion parameter, $L^2$ belongs to the leading order and $\hbar L$ to the first. The quantization condition then reads

$$
\nu-L-\hbar=\hbar n_r,\qquad E=-\frac{1}{2\nu^2}=-\frac{1}{2\hbar^2(n_r+l+1)^2},
$$

where $n_r$ is the number of radial nodes. The left side is complete at first order: the contributions of second and all higher orders vanish, for every $E<0$ and $0<L<\nu$. The case $L=0$ needs a different contour and is treated separately.

Units are such that the electron mass and the Coulomb strength are one, with an infinitely heavy nucleus. The symbol $\hbar$ is kept to count orders and is set to one at the end, which gives Hartree atomic units. The radial function $u(r)$, equal to $r$ times the radial part of the wave function, obeys

$$
\hbar^2u''+\left(2E+\frac2r-\frac{C}{r^2}\right)u=0,\qquad C=\hbar^2l(l+1)=L^2+\hbar L .
$$

Write $E=-\kappa^2/2$ and $\nu=1/\kappa$. Define $p$ by $u'/u=ip/\hbar$. Differentiating $u'=(ip/\hbar)u$ gives $u''/u=ip'/\hbar-p^2/\hbar^2$, so the radial equation becomes

$$
p^2-i\hbar p'=2E+\frac2r-\frac{L^2}{r^2}-\frac{\hbar L}{r^2}.
$$

Insert $p=p_0+\hbar p_1+\hbar^2p_2+\dots$ and collect powers of $\hbar$:

$$
p_0^2=2E+\frac2r-\frac{L^2}{r^2},\qquad
2p_0p_1=ip_0'-\frac{L}{r^2},
$$

$$
2p_0p_k=ip_{k-1}'-\sum_{j=1}^{k-1}p_jp_{k-j}\qquad(k\ge2).
$$

The leading term is the radial momentum of a classical Kepler orbit with angular momentum $L$. Its turning points are the roots of $\kappa^2r^2-2r+L^2=0$,

$$
r_{1,2}=\nu^2(1\mp e),\qquad e=\sqrt{1-L^2/\nu^2},
$$

with $r_1+r_2=2\nu^2$ and $r_1r_2=\nu^2L^2$. They are distinct and positive for $0<L<\nu$.

The quantization condition comes from counting nodes. Near a simple zero $r_j$ of $u$, $u'/u\approx1/(r-r_j)$, so $p=-i\hbar u'/u$ has a pole with residue $-i\hbar$. A counterclockwise contour around the $n_r$ positive nodes, with the origin outside, therefore gives

$$
\oint p\,dr=2\pi i\,n_r(-i\hbar)=2\pi\hbar n_r .
$$

The semiclassical step is to replace $p$ on this contour by its series in $\hbar$, with the contour drawn around the interval $[r_1,r_2]$ at a distance from the turning points. A bound state decays as $e^{-\kappa r/\hbar}$, apart from a power of $r$, which requires $p\to i\kappa$ at infinity. The corresponding branch is

$$
p_0=\frac{i\kappa}{r}\sqrt{(r-r_1)(r-r_2)},
$$

with a cut on $[r_1,r_2]$ and a root that behaves as $+r$ at infinity. For $0<r<r_1$ each factor $\sqrt{r-r_j}$ carries a phase $i$, so the root is negative. At the origin it tends to $-\sqrt{r_1r_2}=-\nu L$, and hence $p_0\to-iL/r$.

All the $p_k$ are single-valued outside the cut and singular there only at the origin, because the recursion divides by $p_0$, whose zeros are the turning points. The contour around the cut is thus a large circle minus a small circle around the origin. If $\beta_k$ is the coefficient of $1/r$ in $p_k$ at infinity and $\rho_k$ the residue at the origin,

$$
\oint p_k\,dr=2\pi i(\beta_k-\rho_k).
$$

At leading order, $p_0=i\kappa(1-2\nu^2/r+\dots)^{1/2}=i\kappa-i\nu/r+\dots$, because $\kappa\nu^2=\nu$. With $\beta_0=-i\nu$ and $\rho_0=-iL$,

$$
\oint p_0\,dr=2\pi(\nu-L).
$$

For the higher orders consider infinity first. Since $p_0'$ and $L/r^2$ fall as $r^{-2}$ while $p_0$ tends to a constant, $p_1=O(r^{-2})$. If $p_1,\dots,p_{k-1}$ are $O(r^{-2})$, the recursion has a derivative of order $r^{-3}$ and products of order $r^{-4}$ on its right side, so $p_k$ is $O(r^{-2})$ as well. Therefore $\beta_k=0$ for all $k\ge1$.

At the origin each $p_k$ has at most a simple pole, because the right side of the recursion has at most a double pole and is divided by $p_0\sim-iL/r$. Comparing coefficients of $r^{-2}$ at first order gives

$$
2\rho_0\rho_1=-i\rho_0-L=-L-L=-2L,\qquad
\rho_1=\frac{-2L}{-2iL}=-i .
$$

At second order,

$$
2\rho_0\rho_2=-i\rho_1-\rho_1^2=-1+1=0 .
$$

For $k\ge3$ suppose that $\rho_2,\dots,\rho_{k-1}$ vanish. The derivative term contributes $-i\rho_{k-1}=0$. In each product $\rho_j\rho_{k-j}$ the indices add to at least three, so at least one of them is two or more, and the product vanishes. Hence $\rho_k=0$ for all $k\ge2$, and

$$
\oint p_1\,dr=2\pi i(0+i)=-2\pi,\qquad \oint p_k\,dr=0\quad(k\ge2).
$$

Substitution in the node condition gives $2\pi(\nu-L)-2\pi\hbar=2\pi\hbar n_r$, which is the stated result.

The first-order term has two equal parts with different meanings. The part already present without $\hbar L$ is

$$
\oint\frac{ip_0'}{2p_0}\,dr=\frac i2\oint d\ln p_0=\frac i2(2\pi i)=-\pi .
$$

Here each turning point contributes $\tfrac12\cdot2\pi i$ to the change of $\ln p_0$, since $p_0$ vanishes there as a square root. This is the usual half quantum of a one-dimensional well with two smooth turning points.

The other part follows from the motion in angle. Just below the cut $p_0$ is positive and just above it is negative. The counterclockwise contour runs from $r_1$ to $r_2$ below and back above, so for an odd function of $p_0$ the two sides add:

$$
-\oint\frac{L}{2r^2p_0}\,dr=-\int_{r_1}^{r_2}\frac{L}{r^2p_0}\,dr .
$$

In the integral on the right $p_0$ is positive. Classically $dr/dt=p_0$ and $d\varphi/dt=L/r^2$, so the integrand is $d\varphi/dr$. To evaluate it, set $r=\nu^2(1-e\cos\eta)$, where $\eta$ is the eccentric anomaly. Then $r-r_1=\nu^2e(1-\cos\eta)$ and $r_2-r=\nu^2e(1+\cos\eta)$, which give

$$
p_0=\frac{\nu e\sin\eta}{r},\qquad dr=\nu^2e\sin\eta\,d\eta,
$$

$$
d\varphi=\frac{L\,dr}{r^2p_0}=\frac{L\nu}{r}\,d\eta=\frac{\sqrt{1-e^2}}{1-e\cos\eta}\,d\eta .
$$

The integral that starts at zero is $\tan(\varphi/2)=\sqrt{(1+e)/(1-e)}\tan(\eta/2)$, the relation between the true anomaly $\varphi$ and $\eta$. As $\eta$ runs from $0$ to $\pi$, so does $\varphi$. The contribution is therefore $-\pi$. The correction from $\hbar L$ is minus half the angle swept in a full radial period, and it is independent of $E$ and $L$ because the Kepler ellipse closes after one turn.

That the resulting levels are exact, and not just free of corrections in a formal series, follows from the radial equation itself. Put $u=r^{l+1}e^{-\kappa r/\hbar}v$. With $g=(l+1)/r-\kappa/\hbar$,

$$
g'+g^2=\frac{l(l+1)}{r^2}-\frac{2\kappa(l+1)}{\hbar r}+\frac{\kappa^2}{\hbar^2},
$$

and the radial equation reduces to

$$
rv''+2\left(l+1-\frac{\kappa r}{\hbar}\right)v'+\left(\frac2{\hbar^2}-\frac{2\kappa(l+1)}{\hbar}\right)v=0 .
$$

For $v=\sum_ja_jr^j$ the coefficient of $r^j$ yields

$$
a_{j+1}=\frac{2\kappa\hbar(j+l+1)-2}{\hbar^2(j+1)(j+2l+2)}\,a_j .
$$

If the series does not end, the ratio tends to $2\kappa/(\hbar j)$ at large $j$, $v$ grows essentially as $e^{2\kappa r/\hbar}$, and $u$ is not normalizable. It ends at degree $N$ when $\kappa\hbar(N+l+1)=1$, that is, $\nu=\hbar(N+l+1)$. For given $l$ the levels rise with $N$, and by the oscillation theorem the state number $N$, counted from zero, has $N$ nodes. Thus $N=n_r$, and a polynomial of degree $N$ has no further zeros. This also justifies counting only positive nodes inside the contour.

The termination has a simple origin. Let the centrifugal coefficient be expanded in any way, $C=c_0+c_1\hbar+c_2\hbar^2$ with $c_0>0$, and let $-i\sigma$ be the sum $\sum_k\hbar^k\rho_k$. The $r^{-2}$ terms of the equation for $p$ require $-\sigma^2+\hbar\sigma=-C$. The solution that starts with $\sqrt{c_0}$ is

$$
\sigma=\frac\hbar2+\sqrt{C+\frac{\hbar^2}{4}} .
$$

Nothing changes at infinity, where $C/r^2$ is too small to affect the coefficient of $1/r$. The quantization condition for any bookkeeping is therefore

$$
\nu=\hbar n_r+\frac\hbar2+\sqrt{C+\frac{\hbar^2}{4}},
$$

with the root expanded in $\hbar$ at fixed $c_0,c_1,c_2$. For a regular solution $u\sim r^s$ at the origin, $\sigma$ is $\hbar s$. With $C=L^2+\hbar L$ the root is $L+\hbar/2$, a polynomial in $\hbar$, and the series ends.

The split $L^2+\hbar L$ is not the only one with this property. Let $M=L+a\hbar$ be held fixed, with any number $a$ for which $0<M<\nu$. Substituting $L=M-a\hbar$,

$$
C=M^2+(1-2a)\hbar M+(a^2-a)\hbar^2,\qquad
\sqrt{C+\tfrac{\hbar^2}{4}}=M+(\tfrac12-a)\hbar ,
$$

and the series ends again. Langer's choice is $a=\tfrac12$, for which $C=M^2-\hbar^2/4$. The first-order centrifugal term is then absent, so the ordinary first-order rule gives the right levels. The term $-\hbar^2/4$ must, however, be restored at second order, where it cancels the correction that $M^2$ alone would produce. If it is left out, the expansion describes a different operator, with levels given by

$$
\nu=\hbar(n_r+\tfrac12)+\sqrt{M^2+\hbar^2/4} .
$$

A third possibility is to hold the whole coefficient $C=\Lambda^2$ fixed. Then

$$
\nu=\hbar\left(n_r+\frac12\right)+\Lambda+\frac{\hbar^2}{8\Lambda}-\frac{\hbar^4}{128\Lambda^3}+\frac{\hbar^6}{1024\Lambda^5}-\dots
$$

This series does not end. It converges for $\hbar<2\Lambda$, which holds for every $l\ge1$, and its sum is the exact $\hbar(n_r+l+1)$. Fixing $l(l+1)$ is thus a legitimate but slower expansion.

The 2p state, with $n_r=0$, $l=1$ and $\hbar=1$, shows the differences. At the exact level $\nu=2$ and $L=1$, so the associated ellipse has $e=0.8660$ and turning points at $0.5359$ and $7.4641$ bohr. It is not a circle although the state has no radial node: the radial action $\oint p_0\,dr$, which is $\nu-L=1$ in units of $2\pi\hbar$, balances the two first-order halves. With the split $L^2+\hbar L$ the effective quantum number is $\nu=1+0.5+0.5=2$, and

$$
E=-\frac1{2\cdot2^2}=-0.125\ \text{hartree}=-3.4014\ \text{eV}.
$$

With $\Lambda=\sqrt2=1.414214$ held fixed, first order gives $\nu=1.414214+0.5=1.914214$ and $E=-0.136455$ hartree, too deep by 9.2 percent of the exact energy. The next nonzero terms change $\nu$ as follows:

$$
1.914214+0.088388=2.002602,
$$

$$
2.002602-0.002762=1.999840,\qquad 1.999840+0.000173\approx2.00001 .
$$

With Langer's $M=1.5$, first order gives $1.5+0.5=2$. Without the compensating term, second order adds $0.083333$ and spoils the agreement. Through sixth order $\nu=2.081147$ and $E=-0.115442$ hartree. Direct diagonalization with $C=(l+\tfrac12)^2$ gives $-0.115443$ hartree, so the series is approaching the level of the changed operator, 7.6 percent of the 2p energy above the true one.

For $L=0$ the argument at the origin fails, since $\rho_0=0$ and the recursion would divide by it. The inner turning point has merged with the origin, where $p_0\sim r^{-1/2}$ is itself branched. The contour must enclose the whole interval $[0,r_2]$ with $r_2=2\nu^2$. It then also encloses the simple zero of $u$ at $r=0$, so that $\oint p\,dr=2\pi\hbar(n_r+1)$. The estimates at infinity hold unchanged for $L=0$: leading order gives $2\pi\nu$ and every later order gives zero. Hence $\nu=\hbar(n_r+1)$, again exact.

The same large contour can be used for $l\ge1$. The zero of $u$ at the origin then has multiplicity $l+1$, and $\nu=\hbar(n_r+l+1)$ follows whatever the bookkeeping, because $C$ does not enter at infinity. The choice of split matters when the contour surrounds the classical radial motion alone, and it decides how the phase of the wave function there is divided among the orders in $\hbar$.

Between the turning points $u$ combines the solutions with both signs of $p_0$. The term $ip_0'/(2p_0)$ is the same for both and produces the factor $p_0^{-1/2}$, while $-L/(2r^2p_0)$ changes sign with $p_0$ and enters the phase:

$$
u\approx\frac{A}{\sqrt{p_0}}\cos\left[\frac1\hbar\int_{r_1}^{r}p_0\,dr'-\frac12\int_{r_1}^{r}\frac{L\,dr'}{r'^2p_0}-\frac\pi4\right].
$$

The constant $-\pi/4$ comes from the inner turning point. There $p_0^2$ is linear in $r-r_1$, and the solution that decays inward is an Airy function, whose oscillating side has this phase. The second integral vanishes at $r_1$, and the $\hbar L$ term shifts the turning point by an amount of order $\hbar$, small compared with the Airy length of order $\hbar^{2/3}$.

The second integral is $\varphi$. For the first, use $e^2\sin^2\eta=(1-e^2\cos^2\eta)-(1-e^2)$:

$$
\int_{r_1}^{r}p_0\,dr'=\nu\int_0^\eta\frac{e^2\sin^2\eta'}{1-e\cos\eta'}\,d\eta'
=\nu(\eta+e\sin\eta)-L\varphi ,
$$

where the last term follows from $\nu\sqrt{1-e^2}=L$. For the norm, replace the rapidly varying $\cos^2$ by its mean $\tfrac12$:

$$
1=\frac{A^2}{2}\int_{r_1}^{r_2}\frac{dr}{p_0}=\frac{A^2}{2}\,\nu\int_0^\pi r\,d\eta=\frac{A^2}{2}\,\pi\nu^3 .
$$

With $\hbar=1$, $\nu=n=n_r+l+1$ and $L=l$,

$$
u\approx\sqrt{\frac{2}{\pi n^3p_0}}\,\cos\left[n(\eta+e\sin\eta)-\left(l+\tfrac12\right)\varphi-\frac\pi4\right].
$$

Langer's half thus appears as a phase $-\varphi/2$ that accumulates along an orbit whose angular momentum is still $l$. The agreement with his form is seen by expanding his radial momentum away from the turning points:

$$
\sqrt{2E+\frac2r-\frac{(L+\hbar/2)^2}{r^2}}=p_0-\frac{\hbar L}{2r^2p_0}+O(\hbar^2).
$$

The wave function, unlike the levels, does have higher-order corrections. Their size follows from the scaling $r=n^2x$, $l=n\lambda$, which turns the radial equation into

$$
\frac1{n^2}\frac{d^2u}{dx^2}+\left(-1+\frac2x-\frac{\lambda^2+\lambda/n}{x^2}\right)u=0 .
$$

Here $1/n$ plays the part of $\hbar$. At fixed $l/n$ and fixed $\eta$ between the turning points, the phase error and the relative amplitude error are therefore of order $1/n$. Close to a turning point, where $p_0$ vanishes, the formula fails and an Airy function is needed.

The numerical check compares the formula with exact states at $n=2l$ over $0.8\le\eta\le2.4$. The root-mean-square combination of phase error in radians and relative amplitude error is $0.0079$, $0.0039$ and $0.0020$ for $l=32$, $64$ and $128$, halving as $n$ doubles. If the phase $-\varphi/2$ is omitted, the same measure stays near $1.20$. For so large an error it no longer gives the phase error in radians: a phase error of $\varphi/2$ enters it as $2\sin(\varphi/4)$. The check also integrates the recursion through sixth order, including noninteger $L$ and energies that are not levels, and compares nine levels with direct diagonalization.

The termination shown here rests on two features of the Coulomb problem and one of the split. The coefficient of $1/r$ at infinity is fixed at leading order, the origin is the only other singularity outside the cut, and the split makes $C+\hbar^2/4$ the square of a polynomial in $\hbar$. The last condition fails when $C=\Lambda^2$ is held fixed, and that series does not end. For a general central potential the split $L^2+\hbar L$ remains a consistent ordering, but these residue arguments do not by themselves make the later orders vanish.

## Computed values

```
2p example: n_r = 0, l = 1, L = 1.0 hbar
sqrt(l(l+1)) = 1.414214, l+1/2 = 1.5 (hbar)
orbit: r1 = 0.535898, r2 = 7.464102 bohr
orbit eccentricity = 0.866025
half-period action = 3.141593 hbar
half-period angle = 3.141593 rad
first-order period, amplitude part = -0.500000
first-order period, hbar*L part = -0.500000
largest |period|, orders 2-6, L^2+hL = 3.1e-14
columns: L^2+hL | fixed C | Langer+comp | Langer only
period by order (atomic units):
 0:   1.0000000   0.5857864   0.5000000   0.5000000
 1:  -1.0000000  -0.5000000  -0.5000000  -0.5000000
 2:   0.0000000  -0.0883883   0.0000000  -0.0833333
 3:   0.0000000   0.0000000   0.0000000   0.0000000
 4:   0.0000000   0.0027621   0.0000000   0.0023148
 5:   0.0000000   0.0000000   0.0000000   0.0000000
 6:   0.0000000  -0.0001726   0.0000000  -0.0001286
effective quantum number through order:
 0:   1.0000000   1.4142136   1.5000000   1.5000000
 1:   2.0000000   1.9142136   2.0000000   2.0000000
 2:   2.0000000   2.0026019   2.0000000   2.0833333
 3:   2.0000000   2.0026019   2.0000000   2.0833333
 4:   2.0000000   1.9998398   2.0000000   2.0810185
 5:   2.0000000   1.9998398   2.0000000   2.0810185
 6:   2.0000000   2.0000124   2.0000000   2.0811471
energy through order (hartree):
 1:  -0.1250000  -0.1364549  -0.1250000  -0.1250000
 2:  -0.1250000  -0.1246754  -0.1250000  -0.1152000
 4:  -0.1250000  -0.1250200  -0.1250000  -0.1154564
 6:  -0.1250000  -0.1249984  -0.1250000  -0.1154422
2p energy, L^2+hL = -3.401423 eV
diagonalized, C=(l+1/2)^2: -0.1154431 hartree
levels (hartree): n_r, l, WKB, diagonalized
 0 0 -0.500000000 -0.500000000
 1 0 -0.125000000 -0.125000000
 2 0 -0.055555556 -0.055555556
 0 1 -0.125000000 -0.125000000
 1 1 -0.055555556 -0.055555556
 2 1 -0.031250000 -0.031250000
 0 2 -0.055555556 -0.055555556
 1 2 -0.031250000 -0.031250000
 2 2 -0.020000000 -0.020000000
wave rms phase+amplitude error (dimensionless), n = 2l:
 l, with -phi/2, without -phi/2
 32 0.007945 1.200899
 64 0.003933 1.203121
 128 0.001966 1.203918
```
